\section*{Configurational entropy and the stability of an equiatomic five-element solid solution, part 2}

Five elements A, B, C, D, E are mixed in equal amounts on one crystal lattice at $T=1500$~K. How large a positive formation enthalpy can the ideal configurational entropy offset against the pure elements and against other products, and which comparison decides whether the alloy lies on the convex hull, the minimum of $\sum_aw_aG_a$ over all decompositions?

Quantities are per atom, energies in eV, entropies $s$ in units of $k_B$, so $G=H-k_BT\,s$, with $k_BT=0.12926$~eV. $H$ is measured from the pure elements; only configurational entropy is kept. At composition $x$ the ideal entropy is $s(x)=-\sum_i x_i\ln x_i$; $N$ sites with $N_i=Nx_i$ atoms of element $i$ have $\Gamma=N!/\prod_iN_i!$ configurations. With $h(p)=-\sum_i p_i\ln p_i$ and $D(p\|r)=\sum_i p_i\ln(p_i/r_i)\ge0$, a distribution $p$ with at most $m$ nonzero entries obeys
\begin{equation}
h(p)\le\ln m ,
\label{eq:lnm}
\end{equation}

Products $a$ hold fractions $w_a$ of the atoms, with compositions $x^a$, enthalpies $H_a$, entropies $s_a$ and $\sum_a w_a x_i^a=x_i$. The solution is lower in $G$ when
\begin{equation}
H-\sum_a w_aH_a<k_BT\,\Delta s,\qquad \Delta s=s(x)-\sum_a w_as_a .
\label{eq:crit}
\end{equation}
The offset is $k_BT\Delta s$. For ideal-solution products, with $q_{a|i}=w_ax_i^a/x_i$,
\begin{align}
\Delta s&=\sum_{i,a}x_i\,q_{a|i}\ln q_{a|i}-\sum_a w_a\ln w_a\sum_i x_i^a\nonumber\\
&=h(w)-\sum_i x_i\,h(q_{\cdot|i})\ \le\ h(w).
\label{eq:cond}
\end{align}
Equality holds for products with no element in common. For a shift $\delta$ with $\sum_i\delta_i=0$,
\begin{equation}
s(x+\delta)=s(x)-\sum_i\delta_i\ln x_i-\sum_i\frac{\delta_i^2}{2x_i}+\sum_i\frac{\delta_i^3}{6x_i^2}-\sum_i\frac{\delta_i^4}{12x_i^3}+\dots
\label{eq:taylor}
\end{equation}
A small weight $w$ of a precipitate $x^a$ has $\Delta s=wD(x^a\|x)+O(w^2)$.

The offset is $k_BT\ln5=0.208$~eV against the elements and 0.087~eV ($\Delta s=0.6730$) against ideal AB + CDE. If AB is instead a fully ordered compound, with zero entropy and formation enthalpy $h_c$ per atom, $\Delta s=0.9503$. "The program" is the numerical check.

\subsection*{Worked example: a regular solution and its hull}

Let nearest neighbours $i,j$ have bond energy $\varepsilon_{ij}$ on a lattice of coordination $z$. There are $z/2$ bonds per site, and in random mixing an ordered pair of ends is $(i,j)$ with probability $x_ix_j$, so the energy is $\frac z2\sum_{ij}x_ix_j\varepsilon_{ij}$. The pure elements on the same lattice have $\frac z2\sum_ix_i\varepsilon_{ii}=\frac z2\sum_{ij}x_ix_j\frac12(\varepsilon_{ii}+\varepsilon_{jj})$, using $\sum_jx_j=1$. In the difference the diagonal terms vanish and each pair occurs twice:
\begin{equation}
H=\sum_{i<j}\Omega_{ij}x_ix_j,\qquad\Omega_{ij}=z\big[\varepsilon_{ij}-\tfrac12(\varepsilon_{ii}+\varepsilon_{jj})\big].
\end{equation}
Choose round model parameters: $\Omega_{ij}=W=0.5$~eV between the groups \{A,B\} and \{C,D,E\}, and zero within each group. With $y=x_A+x_B$ the six cross terms factor into $H=Wy(1-y)$. At the equiatomic point $y=0.4$ and $H=0.5\times0.24=0.120$~eV.

Against the elements, $G=0.1200-0.2080=-0.088$~eV, and the alloy appears stable. The products AB and CDE have $H=0$ and $G=-k_BT(0.4\ln2+0.6\ln3)=-0.121$~eV, so the alloy lies $0.1200-0.0870=0.033$~eV above them.

Within random mixing the hull of this model can be found exactly. Equation~(\ref{eq:cond}), applied to the disjoint split of any composition into its two groups, reads $s(x)=h(y)+y\,s_1+(1-y)s_2$, where $h(y)=-y\ln y-(1-y)\ln(1-y)$ and $s_1\le\ln2$, $s_2\le\ln3$ are the entropies within the groups. Since $H$ depends on $y$ alone,
\begin{align}
G(x)&\ge\phi(y)-k_BT\,[\,y\ln2+(1-y)\ln3\,],\\
\phi(y)&=Wy(1-y)-k_BT\,h(y),
\end{align}
with equality for equal sharing within each group. In any decomposition $\sum_aw_ay_a=0.4$, so the term $-k_BT[\,y\ln2+(1-y)\ln3\,]$, being linear in $y$, averages to the fixed value $-0.1210$~eV found above. Phases with equal sharing have $x_A^a=y_a/2$ and $x_C^a=(1-y_a)/3$, which average to 0.2, so they conserve every element and reach the bound. The problem is thus the hull of the symmetric binary function $\phi$, with
\begin{equation}
\phi'=W(1-2y)+k_BT\ln\frac{y}{1-y},\qquad\phi''=-2W+\frac{k_BT}{y(1-y)} .
\end{equation}
As $y(1-y)\le\frac14$, $\phi$ is convex for $W\le2k_BT$. For larger $W$, $\phi''<0$ between the spinodal points $y_s<\frac12$ and $1-y_s$, where $y_s(1-y_s)=k_BT/2W$. The slope $\phi'$ rises from $-\infty$ at $y=0$ up to $y_s$ and then falls to zero at $y=\frac12$, so it is positive at $y_s$ and has a single zero $y_b<y_s$. The points $y_b$ and $1-y_b$ are the equal global minima of $\phi$. No mixture can average below $\phi(y_b)$, and for $y_b<y<1-y_b$ a mixture of these two phases reaches it. For $y_0<y_b$ the single phase is stable: the tangent at $y_0$ lies below $\phi$ up to $y_b$ by convexity, and beyond $y_b$ it continues to fall while $\phi\ge\phi(y_b)$; averaging $\phi\ge$ tangent over any mixture gives at least $\phi(y_0)$. The binodal condition is
\begin{equation}
\ln\frac{y_b}{1-y_b}=\frac{W}{k_BT}(2y_b-1).
\label{eq:bin}
\end{equation}
Here $W/k_BT=3.8682$ and $y_b=0.0247$; both sides equal $-3.68$. The weight $w$ of the AB-rich phase follows from $w(1-y_b)+(1-w)y_b=0.4$: $w=(0.4-0.0247)/(1-0.0494)=0.395$. Each hull phase has $H=0.0120$~eV and $h(y_b)=0.1157$, so
\begin{equation}
G_{\rm hull}=0.0120-0.12926\times0.1157-0.1210=-0.1240\ \mathrm{eV}.
\end{equation}
The program tests this value by free minimisation of $G$ over the distribution of five elements among two to four phases, and $y_b$ and $w$ from the two-phase minimisations. The offset against the hull phases is $k_BT\,[h(0.4)-h(y_b)]=0.12926\times(0.6730-0.1157)=0.072$~eV, about a third of 0.208~eV, against an enthalpy excess of $0.120-0.012=0.108$~eV. The alloy lies 0.036~eV (3.5~kJ/mol) above the hull.

A hull built by linear programming on a composition grid of step $1/24$ gives $-0.12104$~eV, which agrees with the value for pure AB + CDE to the digits printed and lies 0.003~eV above the exact $-0.12397$~eV. A grid hull can only lie at or above the true one, and this ordering is tested. The CDE-rich hull phase has $x_A=x_B=y_b/2\approx0.012$, well below one grid step, so the grid does not contain it. Nor does the grid offer a substitute. By the bound above, a composition can lie below the plane through AB and CDE only if $\phi(y)<0$. At $y=1/12$ and $11/12$, $\phi=+0.0011$~eV, and it is larger in between. At $y=1/24$, $\phi=-0.0024$~eV, but the single grid unit must be all A or all B, and the lost equal sharing costs $k_BT(\ln2)/24=0.0037$~eV; at $y=23/24$ the corresponding cost is $k_BT(\ln3)/24=0.0059$~eV. No grid composition lies below the plane, so the grid hull is exactly AB + CDE.

\subsection*{How much enthalpy the model alloy tolerates}

With $u=1-2y$, Eq.~(\ref{eq:bin}) and the spinodal condition become
\begin{align}
\frac{W_{\rm bin}}{k_BT}&=\frac1u\ln\frac{1+u}{1-u}=2\Big(1+\frac{u^2}{3}+\frac{u^4}{5}+\dots\Big),\\
\frac{W_{\rm spin}}{k_BT}&=\frac{1}{2y(1-y)}=\frac{2}{1-u^2}=2\,(1+u^2+u^4+\dots).
\end{align}
The first series increases with $u$, so a larger $W$ means a smaller $y_b$, and the alloy at $y=0.4$ ($u=0.2$) is stable exactly for $W\le W_{\rm bin}=5\ln(1.5)\,k_BT=2.0273\,k_BT=0.262$~eV. The precipitate picture gives the same threshold. The first new phase has $y'=0.6$. Removing a small weight $w$ of it shifts the remainder by $-w(y'-y)$ to first order, so the enthalpy changes per precipitate atom by $H(y')-H(y)-H'(y)(y'-y)=\frac12H''(y'-y)^2=-0.04W$, exactly so because $H$ is quadratic. The entropy cost is $D=0.6\ln1.5+0.4\ln(1/1.5)=0.2\ln1.5$, and $0.04W=0.2\ln(1.5)\,k_BT$ is the result above.

The spinodal, $W_{\rm spin}=2.0833\,k_BT=0.269$~eV, holds in the full composition space. A change $\delta$ with group total $\delta y$ has second-order term $-W\delta y^2+\frac52k_BT\sum_i\delta_i^2$ in $G$, from Eq.~(\ref{eq:taylor}) with $x_i=\frac15$. For $k$ numbers of fixed sum $S$, $\sum\delta_i^2=S^2/k+\sum(\delta_i-S/k)^2\ge S^2/k$, so $\sum_i\delta_i^2\ge\delta y^2(\frac12+\frac13)$, and the term first turns negative at $W=\frac{25}{12}k_BT$. The program tests $W_{\rm bin}$ by a five-component tangent-plane search one per cent on either side, and $W_{\rm spin}$ by the lowest eigenvalue of a finite-difference Hessian.

In terms of $H=0.24W$ at 1500~K, the largest formation enthalpy tolerated is 0.208~eV by the comparison with the elements, 0.087~eV by the comparison with AB + CDE, and $0.24\times0.2621=0.063$~eV (6.1~kJ/mol) by the hull. The hull value is $0.24\times2.0273\approx0.49$ in units of $k_BT$, to be set beside $\ln5=1.61$, and it belongs to this model in the random-mixing approximation only. Short-range order stabilises the single phase: the pair (quasi-chemical) approximation moves the critical point of the same bond model from $W=2k_BT$ to $W=z\ln[z/(z-2)]\,k_BT$, which is $2.19\,k_BT$ for $z=12$ and $2.43\,k_BT$ for $z=6$, so the $W$ tolerated is roughly 10 to 20\% larger than the mean-field value and the binodal temperature correspondingly lower. Each threshold is proportional to $T$, so for $W=0.5$~eV they convert to temperatures: $0.120/(k_B\ln5)=865$~K, $0.120/(0.6730\,k_B)\approx2070$~K, and $1500\times0.5/0.2621\approx2860$~K for the binodal, with the spinodal near 2790~K. At 1500~K the model alloy is inside its spinodal and unstable even to small composition changes, although its $G$ lies below that of the elements. These are mean-field temperatures of a model with no liquid; where melting comes first, the higher ones are never reached by the solid.

The sign of $H$ against the elements is not what matters in Eq.~(\ref{eq:crit}). If instead only $\Omega_{AB}=-J<0$ is nonzero, the alloy has $H=-J/25$, while AB + CDE has $0.4\times(-J/4)=-J/10$. The excess $0.06J$ is positive although $H<0$. It is to be set against 0.087~eV only while AB stays a random solution, and an attractive bond ends that early. On a lattice of two sublattices with A fractions $\frac12\pm\eta$, AB has $H=-J(\frac14+\eta^2)$ and $s\approx\ln2-2\eta^2$, so in mean field it orders for $J>2k_BT=0.26$~eV, far below the $J=0.087/0.06\approx1.45$~eV at which the random-product comparison would be lost. Fully ordered AB has $h_c=-J/2$; the excess is then $0.2J-0.04J=0.16J$ against $0.9503\,k_BT=0.123$~eV, which is already lost at $J\approx0.77$~eV, and the hull threshold cannot lie above that value.

\subsection*{Where random mixing fails}

With interactions the configurations $c$ at fixed composition have canonical probabilities $p_c=e^{-E_c/k_BT}/Z$. Equation~(\ref{eq:lnm}) gives $h(p)\le\ln\Gamma$: the ideal entropy is an upper bound on the configurational entropy of a substitutional phase. For the uniform distribution $r_c=1/\Gamma$,
\begin{equation}
D(r\|p)=-\ln\Gamma+\frac{\langle E\rangle_r}{k_BT}+\ln Z\ge0
\quad\Rightarrow\quad
-k_BT\ln Z\le\langle E\rangle_r-k_BT\ln\Gamma ,
\end{equation}
so the Bragg--Williams free energy is an upper bound on the exact one: short-range order lowers the entropy, but lowers the energy by at least $k_BT$ times as much.

The program enumerates the model on a ring of ten sites ($z=2$, bond energy $W/z$ between unlike groups), which has $113\,400$ configurations. On a finite lattice the two ends of a bond belong to unlike groups with probability $2N_1N_2/[N(N-1)]$, so the random average is $Wy(1-y)\,N/(N-1)=0.120\times10/9=0.1333$~eV, which is tested. The canonical entropy per atom at 1500~K is 0.9295 against 1.1639 for random mixing, lower by 20\% of the random value; the test asserts that it is lower. A ten-site ring has only two neighbours per site, with energy $W/2$ on each unlike bond, and gives no estimate for a three-dimensional crystal. In this model AB and CDE have no internal interactions and stay exactly ideal, so the entropy difference against them can only fall below its ideal value. When the products order as well, both terms in $\Delta s$ decrease and the direction of the correction is not fixed by these bounds. The neglected vibrational, electronic and magnetic differences add to $\Delta s$ with either sign, and a given difference changes an offset of 0.07 to 0.09~eV by a fraction two to three times larger than it changes the offset of 0.21~eV.

\section*{Computed results}
\begin{verbatim}
T: 1500 K
k_B: 8.6173 1e-5 eV/K
kT: 0.12926 eV
ring N=10: configurations 113400, mean energy 0.1333 eV/atom
ring entropy per atom: random 1.1639, canonical 0.9295 k_B
ln(count)/N, N=100: 1.5206 k_B
ln(count)/N, N=1000: 1.5960 k_B
ln(count)/N, N=10000: 1.6076 k_B
ln 2: 0.6931 k_B
ln 3: 1.0986 k_B
ln 4: 1.3863 k_B
ln 5: 1.6094 k_B
offset vs elements or ordered compounds: 0.2080 eV = 20.07 kJ/mol
bound for any two-solution split, kT ln 2: 0.0896 eV
split (2, 2, 1): ds 1.0549 k_B, offset 0.1364 eV = 13.16 kJ/mol, ratio 1.53
split (3, 1, 1): ds 0.9503 k_B, offset 0.1228 eV = 11.85 kJ/mol, ratio 1.69
split (3, 2): ds 0.6730 k_B, offset 0.0870 eV = 8.39 kJ/mol, ratio 2.39
split (4, 1): ds 0.5004 k_B, offset 0.0647 eV = 6.24 kJ/mol, ratio 3.22
min over <= 1-element products: ds 1.6094 k_B, offset 0.2080 eV = 20.07 kJ/mol, ratio 1.00
min over <= 2-element products: ds 0.9163 k_B, offset 0.1184 eV = 11.43 kJ/mol, ratio 1.76
min over <= 3-element products: ds 0.5108 k_B, offset 0.0660 eV = 6.37 kJ/mol, ratio 3.15
min over <= 4-element products: ds 0.2231 k_B, offset 0.0288 eV = 2.78 kJ/mol, ratio 7.21
x_A,x_C shifted by +-0.05: offset 0.00163 eV, quadratic 0.00162 eV
compound AB: h_c for onset of precipitation: -0.2080 eV/atom
compound AB: h_c for full split AB + CDE: -0.3071 eV/atom
W: 0.50 eV
W/kT: 3.8682 (dimensionless)
H at y=0.4: 0.1200 eV
G quinary relative to elements: -0.0880 eV
G of AB + CDE: -0.1210 eV
quinary above AB + CDE: 0.0330 eV
binodal y: 0.0247 (fraction)
weight of AB-rich phase: 0.3948 (fraction)
h(y binodal): 0.1157 k_B
H of hull phases: 0.0120 eV
offset vs hull phases: 0.0720 eV
G on true hull: -0.12397 eV
G on grid hull (step 1/24): -0.12104 eV
quinary above hull: 0.0359 eV = 3.47 kJ/mol
binodal: W 0.2621 eV, W/kT 2.0273, H 0.0629 eV = 6.07 kJ/mol
spinodal: W 0.2693 eV, W/kT 2.0833, H 0.0646 eV
T where quinary equals elements: 865 K
T where quinary equals AB + CDE: 2069 K
T spinodal at y=0.4: 2785 K
T binodal at y=0.4: 2862 K
\end{verbatim}
